# Injection locking of an auto-oscillator with amplitude-phase coupling: a program that tests the result

```python
"""Injection locking of an auto-oscillator with amplitude-phase coupling.

Result under test, for weak drive and fast amplitude relaxation:
    half-width  = f*sqrt(1 + nu^2)
    locked phase = arcsin(detuning/half-width) - arctan(nu)
Model: dc/dt + i*omega(p)*c + Gamma(p)*c = F*exp(-i*omega_e*t), p = |c|^2.
p0: free power, Gamma(p0) = 0; f = F/sqrt(p0); N = d omega/dp;
Gamma_p = p0*dGamma/dp; nu = N*p0/Gamma_p; detuning = omega_e - omega(p0).
The phase psi is that of a = c*exp(i*omega_e*t).
Internal units: microseconds and rad/microsecond. Printed MHz are rates/(2 pi).
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid

TWO_PI = 2 * np.pi

# Rough, round parameters in the regime of a vortex tunnel-junction oscillator
omega_small = TWO_PI * 300.0
shift_N = TWO_PI * 60.0
gamma_0 = TWO_PI * 6.0
damping_Q = 2.5
overdrive = 1.6
drive_F = TWO_PI * 0.1
radius, thickness = 200e-9, 12e-9
magnetization, temperature = 8.0e5, 300.0

p0 = (overdrive - 1) / damping_Q
omega_0 = omega_small + shift_N * p0
gamma_p = gamma_0 * damping_Q * p0
nu = shift_N * p0 / gamma_p
f = drive_F / np.sqrt(p0)
half_width = f * np.sqrt(1 + nu**2)


def net_damping(p):
    return gamma_0 * (1 + damping_Q * p) - gamma_0 * overdrive


def integrate(detuning, drive, N, start, duration, samples=2001, counter=False):
    """Unreduced complex equation in the frame of the injected signal."""
    fast = 2 * (omega_0 + detuning)

    def rhs(t, y):
        a = y[0]
        p = a.real**2 + a.imag**2
        force = drive * (1 + np.exp(1j * fast * t)) if counter else drive
        return [(1j * (detuning - N * (p - p0)) - net_damping(p)) * a + force]

    times = np.linspace(0, duration, samples)
    sol = solve_ivp(rhs, (0, duration), [complex(start)], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-11)
    assert sol.success
    return times, sol.y[0]


def angle_difference(a, b):
    return np.angle(np.exp(1j * (a - b)))


def exact_edges(drive, N):
    """Extreme detunings on the closed curve of exact stationary states."""
    psi = np.linspace(0, TWO_PI, 40001)
    r = np.full_like(psi, np.sqrt(p0))
    for _ in range(30):
        value = net_damping(r**2) * r - drive * np.cos(psi)
        slope = net_damping(r**2) + 2 * gamma_0 * damping_Q * r**2
        r = r - value / slope
    assert np.max(np.abs(net_damping(r**2) * r - drive * np.cos(psi))) < 1e-10
    detuning = N * (r**2 - p0) + drive * np.sin(psi) / r
    return detuning.min(), detuning.max()


# Free relaxation of a small power deviation
t, a = integrate(0, 0, shift_N, np.sqrt(1.001 * p0), 0.05)
deviation = np.abs(a)**2 / p0 - 1
relaxation = -np.log(deviation[-1] / deviation[0]) / t[-1]
assert abs(relaxation / (2 * gamma_p) - 1) < 3e-3

# Widening of the locking band for both signs of the coupling
ratios = {}
for test_nu in (0.0, 1.0, -2.0, 4.0, 8.0):
    low, high = exact_edges(drive_F / 10, test_nu * gamma_p / p0)
    ratios[test_nu] = (high - low) / 2 / (f / 10)
    assert abs(ratios[test_nu] / np.sqrt(1 + test_nu**2) - 1) < 1e-3

# Half-width error is quadratic in the drive
low, high = exact_edges(drive_F, shift_N)
exact_half = (high - low) / 2
low_2, high_2 = exact_edges(drive_F / 2, shift_N)
error_1 = exact_half / half_width - 1
error_2 = (high_2 - low_2) / half_width - 1
assert 3.5 < error_1 / error_2 < 4.5
centre = (high + low) / 2
centre_2 = (high_2 + low_2) / 2
assert 3.5 < centre / centre_2 < 4.5

# Real capture inside and slipping outside both edges, from free oscillation
for edge in (low, high):
    for phase in (0.0, 2.0, 4.0):
        start = np.sqrt(p0) * np.exp(1j * phase)
        for factor, locks in ((0.97, True), (1.03, False)):
            t, a = integrate(factor * edge, drive_F, shift_N, start, 30.0)
            psi = np.unwrap(np.angle(a))
            drift = abs(psi[-1] - psi[2 * len(psi) // 3])
            assert (drift < 0.01) if locks else (drift > TWO_PI)

# Locked phases at weak drive, with and without coupling
weak = 0.1
start = np.sqrt(p0) * np.exp(2.0j)
for fraction in (-0.8, 0.0, 0.5):
    found = []
    for N, coupling in ((shift_N, nu), (0.0, 0.0)):
        width = weak * f * np.sqrt(1 + coupling**2)
        _, a = integrate(fraction * width, weak * drive_F, N, start, 30 / width)
        found.append(np.angle(a[-1]))
        expected = np.arcsin(fraction) - np.arctan(coupling)
        assert abs(angle_difference(found[-1], expected)) < 0.01
    assert abs(angle_difference(found[0], found[1]) + np.arctan(nu)) < 0.01

# At equal nonzero detuning the arcsin part changes as well
same_detuning = 0.5 * weak * f
_, a = integrate(same_detuning, weak * drive_F, shift_N, start,
                 30 / (weak * half_width))
_, b = integrate(same_detuning, weak * drive_F, 0.0, start, 30 / (weak * f))
same_shift = angle_difference(np.angle(a[-1]), np.angle(b[-1]))
same_formula = np.arcsin(0.5 / np.sqrt(1 + nu**2)) - np.arctan(nu) - np.arcsin(0.5)
assert abs(same_shift - same_formula) < 0.01

# Phases at the drive of the example
example_phases = []
for fraction in (-0.8, 0.0, 0.5):
    _, a = integrate(fraction * half_width, drive_F, shift_N, start,
                     30 / half_width)
    example_phases.append((fraction, np.angle(a[-1]),
                           np.arcsin(fraction) - np.arctan(nu)))
    assert abs(angle_difference(*example_phases[-1][1:])) < 0.08


def beat_and_lag(scale):
    width = scale * half_width
    predicted = np.sqrt(1.5**2 - 1) * width
    t, a = integrate(1.5 * width, scale * drive_F, shift_N, np.sqrt(p0),
                     5.2 * TWO_PI / predicted, 8001)
    psi = np.unwrap(np.angle(a))
    first = len(t) // 5
    crossing = np.interp(psi[first] + 3 * TWO_PI, psi, t)
    slaved = scale * f / gamma_p * np.cos(psi)
    lag = np.max(np.abs(np.abs(a)**2 / p0 - 1 - slaved)[first:])
    return 3 * TWO_PI / (crossing - t[first]), predicted, lag / (scale * f / gamma_p)


# Leading beat error is proportional to the drive, hence the two tolerances
beat_full, beat_formula, lag_full = beat_and_lag(1.0)
assert abs(beat_full / beat_formula - 1) < 0.08
beat_weak, beat_weak_formula, lag_weak = beat_and_lag(weak)
assert abs(beat_weak / beat_weak_formula - 1) < 0.01
assert lag_weak < 0.05

# Weak drive but slow amplitude: locked and running states coexist
big_nu = 100.0
big_f = 0.2 * gamma_p
big_N = big_nu * gamma_p / p0
big_width = big_f * np.sqrt(1 + big_nu**2)
psi_lock = np.arcsin(0.7) - np.arctan(big_nu)
psi_run = np.pi - np.arcsin(0.7) - np.arctan(big_nu)
p_lock = p0 * (1 + big_f / gamma_p * np.cos(psi_lock))
turns = []
for p_start, phase in ((p_lock, psi_lock), (p0, psi_run)):
    t, a = integrate(0.7 * big_width, big_f * np.sqrt(p0), big_N,
                     np.sqrt(p_start) * np.exp(1j * phase), 3.0, 8001)
    psi = np.unwrap(np.angle(a))
    turns.append((psi[-1] - psi[len(psi) // 2]) / TWO_PI)
assert abs(turns[0]) < 0.01 and turns[1] > 10

# Counter-rotating half of a linearly polarized drive
_, a = integrate(0, drive_F, shift_N, np.sqrt(p0) * np.exp(-1j * np.arctan(nu)), 6.0)
_, b = integrate(0, drive_F, shift_N, a[-1], 4.0, 20001, counter=True)
counter_shift = np.mean(np.angle(b[15000:])) - np.angle(a[-1])
assert abs(counter_shift) < 0.01

# The factor 2 pi of the gyrovector, from a vortex-core texture
axis = np.linspace(-1.5, 1.5, 600)
X, Y = np.meshgrid(axis, axis, indexing="ij")
R = np.hypot(X, Y)
theta = np.where(R < 1, 2 * np.arctan(R), np.pi / 2)
m = np.array([-Y / R * np.sin(theta), X / R * np.sin(theta), np.cos(theta)])
step = axis[1] - axis[0]
mx, my = np.gradient(m, step, axis=1), np.gradient(m, step, axis=2)
solid_angle = np.sum(m * np.cross(mx, my, axis=0)) * step**2
assert abs(solid_angle / TWO_PI - 1) < 0.02

# Thermal noise scale from the harmonic gyrotropic energy
gyro_ratio = constants.physical_constants["electron gyromag. ratio"][0]
gyrovector = TWO_PI * thickness * magnetization / gyro_ratio
orbit_energy = 0.5 * gyrovector * omega_0 * 1e6 * radius**2 * p0
thermal_ratio = orbit_energy / (constants.k * temperature)
positive_damping = gamma_0 * (1 + damping_Q * p0)
noise_q = positive_damping / thermal_ratio
diffusion = 0.5 * noise_q * (1 + nu**2)
rng = np.random.default_rng(12)


def noisy_phases(drive, phase, checkpoints, copies=4000, dt=0.002):
    a = np.full(copies, np.sqrt(p0) * np.exp(1j * phase))
    psi = np.full(copies, phase)
    stored = []
    for k in range(1, max(checkpoints) + 1):
        p = np.abs(a)**2
        kick = rng.standard_normal(copies) + 1j * rng.standard_normal(copies)
        new = a + dt * ((-1j * shift_N * (p - p0) - net_damping(p)) * a + drive)
        new = new + np.sqrt(noise_q * p0 * dt) * kick
        psi = psi + np.angle(new * np.conj(a))
        a = new
        if k in checkpoints:
            stored.append(psi.copy())
    return stored


early, late = noisy_phases(0.0, 0.0, (200, 1200))
diffusion_sim = np.var(late - early) / (2 * 1000 * 0.002)
assert abs(diffusion_sim / diffusion - 1) < 0.10      # sampling error about 2 %
locked = noisy_phases(drive_F, -np.arctan(nu), (1000,))[0]
jitter_sim = np.std(locked)
jitter = np.sqrt(diffusion / half_width)
assert abs(jitter_sim / jitter - 1) < 0.15           # anharmonic corrections

# Slip rate of the reduced phase equation: first passage versus barrier formula
chi = np.linspace(0, TWO_PI, 20001)
potential = half_width * (1 - np.cos(chi)) / diffusion
inner = cumulative_trapezoid(np.exp(-potential), chi, initial=0)
slip_rate = 1e6 * diffusion / trapezoid(np.exp(potential) * inner, chi)
barrier = 2 * half_width / diffusion
slip_formula = 1e6 * half_width / np.pi * np.exp(-barrier)
assert abs(slip_rate / slip_formula - 1) < 0.10


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


MHz = 1 / TWO_PI
show("Small-orbit frequency", omega_small * MHz, "MHz")
show("Frequency slope N/(2 pi)", shift_N * MHz, "MHz")
show("Linear damping Gamma0/(2 pi)", gamma_0 * MHz, "MHz")
show("Damping nonlinearity Q", damping_Q)
show("Overdrive Gamma_ST/Gamma0", overdrive)
show("Injection F/(2 pi)", drive_F * MHz, "MHz")
show("Disc radius", radius * 1e9, "nm")
show("Layer thickness", thickness * 1e9, "nm")
show("Magnetization", magnetization / 1e3, "kA/m")
show("Temperature", temperature, "K")
show("Free power p0", p0)
show("Core orbit radius", radius * np.sqrt(p0) * 1e9, "nm")
show("Free frequency", omega_0 * MHz, "MHz")
show("Gamma_p/(2 pi)", gamma_p * MHz, "MHz")
show("Relaxation rate/(2 pi), formula", 2 * gamma_p * MHz, "MHz")
show("Relaxation rate/(2 pi), integrated", relaxation * MHz, "MHz")
show("Coupling nu", nu)
show("Widening sqrt(1+nu^2)", np.sqrt(1 + nu**2))
show("arctan(nu)", np.arctan(nu), "rad")
show("arctan(nu) in degrees", np.degrees(np.arctan(nu)), "deg")
show("Half-width without coupling, f/(2 pi)", f * MHz, "MHz")
show("Half-width with coupling, formula", half_width * MHz, "MHz")
show("Half-width, exact stationary states", exact_half * MHz, "MHz")
show("Lower edge, exact", low * MHz, "MHz")
show("Upper edge, exact", high * MHz, "MHz")
show("Band-centre displacement", centre * MHz, "MHz", 3)
for test_nu, ratio in ratios.items():
    show(f"Weak-drive exact widening at nu={test_nu:g}", ratio)
for fraction, found, expected in example_phases:
    print(f"Phase at detuning/half-width={fraction:g}: "
          f"full {found:.4f}, formula {expected:.4f} rad")
show("Phase shift at equal detuning f/2, weak drive", same_shift, "rad")
show("Beat at 1.5 half-widths, full", beat_full * MHz, "MHz")
show("Beat at 1.5 half-widths, formula", beat_formula * MHz, "MHz")
show("Half-width/(2 Gamma_p)", half_width / (2 * gamma_p), "", 3)
show("Largest relative power change f/Gamma_p", f / gamma_p, "", 3)
show("Slaving error/(f/Gamma_p), example drive", lag_full, "", 3)
show("Slaving error/(f/Gamma_p), tenfold weaker", lag_weak, "", 3)
show("Coexistence test: nu", big_nu)
show("Coexistence test: f/Gamma_p", big_f / gamma_p)
show("Coexistence test: half-width/(2 Gamma_p)", big_width / (2 * gamma_p))
show("Coexistence test: turns from running start in 1.5 us", turns[1], "", 3)
show("Counter-rotating phase shift", counter_shift * 1e3, "mrad", 2)
show("Orbit energy/kT", thermal_ratio, "", 3)
show("Free thermal linewidth, formula", diffusion / np.pi, "MHz", 3)
show("Free thermal linewidth, simulated", diffusion_sim / np.pi, "MHz", 3)
show("Locked rms phase jitter, formula", jitter, "rad", 3)
show("Locked rms phase jitter, simulated", jitter_sim, "rad", 3)
show("Phase-slip barrier exponent", barrier, "", 3)
show("Central slip rate, first passage", slip_rate, "1/s", 2)
show("Central slip rate, barrier formula", slip_formula, "1/s", 2)
print("success")
```

It prints:

```
Small-orbit frequency: 300 MHz
Frequency slope N/(2 pi): 60 MHz
Linear damping Gamma0/(2 pi): 6 MHz
Damping nonlinearity Q: 2.5
Overdrive Gamma_ST/Gamma0: 1.6
Injection F/(2 pi): 0.1 MHz
Disc radius: 200 nm
Layer thickness: 12 nm
Magnetization: 800 kA/m
Temperature: 300 K
Free power p0: 0.24
Core orbit radius: 97.98 nm
Free frequency: 314.4 MHz
Gamma_p/(2 pi): 3.6 MHz
Relaxation rate/(2 pi), formula: 7.2 MHz
Relaxation rate/(2 pi), integrated: 7.203 MHz
Coupling nu: 4
Widening sqrt(1+nu^2): 4.123
arctan(nu): 1.326 rad
arctan(nu) in degrees: 75.96 deg
Half-width without coupling, f/(2 pi): 0.2041 MHz
Half-width with coupling, formula: 0.8416 MHz
Half-width, exact stationary states: 0.8433 MHz
Lower edge, exact: -0.8665 MHz
Upper edge, exact: 0.82 MHz
Band-centre displacement: -0.0233 MHz
Weak-drive exact widening at nu=0: 1
Weak-drive exact widening at nu=1: 1.414
Weak-drive exact widening at nu=-2: 2.236
Weak-drive exact widening at nu=4: 4.123
Weak-drive exact widening at nu=8: 8.062
Phase at detuning/half-width=-0.8: full -2.2297, formula -2.2531 rad
Phase at detuning/half-width=0: full -1.3258, formula -1.3258 rad
Phase at detuning/half-width=0.5: full -0.7910, formula -0.8022 rad
Phase shift at equal detuning f/2, weak drive: -1.729 rad
Beat at 1.5 half-widths, full: 0.9567 MHz
Beat at 1.5 half-widths, formula: 0.941 MHz
Half-width/(2 Gamma_p): 0.117
Largest relative power change f/Gamma_p: 0.0567
Slaving error/(f/Gamma_p), example drive: 0.251
Slaving error/(f/Gamma_p), tenfold weaker: 0.0234
Coexistence test: nu: 100
Coexistence test: f/Gamma_p: 0.2
Coexistence test: half-width/(2 Gamma_p): 10
Coexistence test: turns from running start in 1.5 us: 74
Counter-rotating phase shift: 5.4e-05 mrad
Orbit energy/kT: 784
Free thermal linewidth, formula: 0.208 MHz
Free thermal linewidth, simulated: 0.205 MHz
Locked rms phase jitter, formula: 0.352 rad
Locked rms phase jitter, simulated: 0.364 rad
Phase-slip barrier exponent: 16.2
Central slip rate, first passage: 0.15 1/s
Central slip rate, barrier formula: 0.16 1/s
success
```
